# Bond charge and spin currents in noncollinear tight-binding devices: a program that tests the result

```python
"""Bond charge and vector spin currents from the lesser Green function.

Result under test, for spin blocks H_ii = eps_i + b_i.sigma and H_ij = t0 + tv.sigma,
with density matrix rho = (1/(2 pi i)) * integral of G^<(E) dE:
  particle flow j->i : J = (2/hbar) Im Tr(H_ij rho_ji)
  spin flow j->i     : Q = (1/2) Im Tr({sigma, H_ij} rho_ji)
  bond source        : K = Re(tv x Tr(sigma rho_ji)), given to each end
  exchange source    : T = b_i x s_i, with s_i = Tr(sigma rho_ii)
  dS_i/dt = sum_j (Q + K) + T + inflow from leads, with S_i = (hbar/2) s_i.
Energies are in eV; J is held in eV/hbar; Q, K, T are energies in eV.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import expm
from scipy.special import expit
from scipy.spatial.transform import Rotation

SIGMA = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
ONE = np.eye(2)
HOP = 1.0
FIELD = 0.5
TEMPERATURE = 300.0
KT = const.k * TEMPERATURE / const.e
MU_L, MU_R = -0.4, -0.6
MU_MEAN = 0.5 * (MU_L + MU_R)
MICROAMP = const.e**2 / const.hbar * 1e6   # microampere per (eV/hbar)


def block(matrix, i, j):
    return matrix[2*i:2*i+2, 2*j:2*j+2]


def spin_trace(matrix):
    return np.einsum('aij,ji->a', SIGMA, matrix)


def particle_flow(H, rho, i, j):
    """Particle flow from site j to site i."""
    return 2 * np.trace(block(H, i, j) @ block(rho, j, i)).imag


def spin_flow(H, rho, i, j):
    """Antisymmetric spin flow from site j to site i."""
    h, r = block(H, i, j), block(rho, j, i)
    return np.array([0.5 * np.trace((s @ h + h @ s) @ r).imag for s in SIGMA])


def bond_source(H, rho, i, j):
    return np.cross(0.5 * spin_trace(block(H, i, j)),
                    spin_trace(block(rho, j, i))).real


def exchange_source(H, rho, i):
    return np.cross(0.5 * spin_trace(block(H, i, i)).real,
                    spin_trace(block(rho, i, i)).real)


def observables(H, rho):
    """Flows to the right on chain bonds, bond sources, exchange sources."""
    n = len(H) // 2
    J = np.array([particle_flow(H, rho, i+1, i) for i in range(n-1)])
    Q = np.array([spin_flow(H, rho, i+1, i) for i in range(n-1)])
    K = np.array([bond_source(H, rho, i+1, i) for i in range(n-1)])
    T = np.array([exchange_source(H, rho, i) for i in range(n)])
    return J, Q, K, T


def build_chain(pad, theta, link=ONE):
    """Six-site spin valve with pad lead sites on each side."""
    n = 6 + 2 * pad
    H = np.kron(np.eye(n, k=1) + np.eye(n, k=-1), -HOP * ONE).astype(complex)
    for site, angle in ((0, 0.0), (1, 0.0), (4, theta), (5, theta)):
        i = pad + site
        H[2*i:2*i+2, 2*i:2*i+2] = FIELD * (
            ONE + np.sin(angle) * SIGMA[0] + np.cos(angle) * SIGMA[2])
    i, j = pad + 2, pad + 3
    H[2*i:2*i+2, 2*j:2*j+2] = -HOP * link
    H[2*j:2*j+2, 2*i:2*i+2] = -HOP * link.conj().T
    return H


def fermi(energy, mu):
    return expit((mu - energy) / KT)


nodes, weights = np.polynomial.legendre.leggauss(600)
K_GRID = 0.5 * np.pi * (nodes + 1)
K_WEIGHT = 0.5 * np.pi * weights


def keldysh(H, mu_left, mu_right):
    """Density matrix and (particle, spin) inflows from both leads."""
    size = len(H)
    rho = np.zeros((size, size), complex)
    contact = np.zeros((2, 2, 2), complex)
    projectors = [np.zeros((size, size)) for _ in range(2)]
    projectors[0][:2, :2] = ONE
    projectors[1][-2:, -2:] = ONE
    for k, wk in zip(K_GRID, K_WEIGHT):
        energy = -2 * HOP * np.cos(k)
        dE = 2 * HOP * np.sin(k) * wk
        self_r = -HOP * np.exp(1j * k)
        gamma = -2 * self_r.imag
        G = np.linalg.inv(energy * np.eye(size) - H - self_r * sum(projectors))
        Ga = G.conj().T
        less = [1j * fermi(energy, mu) * gamma * P
                for mu, P in zip((mu_left, mu_right), projectors)]
        G_less = G @ sum(less) @ Ga
        rho += G_less * dE / (2j * np.pi)
        for a, P in enumerate(projectors):
            C = (self_r * P @ G_less + less[a] @ Ga
                 - G @ less[a] - np.conj(self_r) * G_less @ P)
            site = 0 if a == 0 else size // 2 - 1
            contact[a] += block(C, site, site) * dE
    particles = np.array([-np.trace(c).real / (2 * np.pi) for c in contact])
    spins = np.array([-spin_trace(c).real / (4 * np.pi) for c in contact])
    return rho, particles, spins


def scattering(H, k):
    """Left-incident states by recursion: device amplitudes, r and t matrices."""
    n = len(H) // 2
    energy = -2 * HOP * np.cos(k)

    def hop(i, j):
        inside = 0 <= min(i, j) and max(i, j) < n
        return block(H, i, j) if inside else -HOP * ONE

    amp = {n + 1: np.exp(1j * k) * ONE, n: ONE.astype(complex)}
    for i in range(n, -2, -1):
        onsite = block(H, i, i) if 0 <= i < n else 0 * ONE
        amp[i-1] = np.linalg.solve(
            hop(i, i-1), (energy * ONE - onsite) @ amp[i] - hop(i, i+1) @ amp[i+1])
    incident = (amp[-2] - np.exp(1j*k) * amp[-1]) / (-2j * np.sin(k))
    norm = np.linalg.inv(incident)
    psi = np.vstack([amp[i] @ norm for i in range(n)])
    return psi, (amp[-1] - incident) @ norm, norm


def scattering_density(H, mu_left, mu_right):
    """Density matrix, particle current and right-lead spin current from waves."""
    n = len(H) // 2
    mirror = H.reshape(n, 2, n, 2)[::-1, :, ::-1, :].reshape(2*n, 2*n)
    rho = np.zeros((2*n, 2*n), complex)
    current, spin_right = 0.0, np.zeros(3)
    for k, wk in zip(K_GRID, K_WEIGHT):
        energy = -2 * HOP * np.cos(k)
        dE = 2 * HOP * np.sin(k) * wk
        fl, fr = fermi(energy, mu_left), fermi(energy, mu_right)
        psi, _, trans = scattering(H, k)
        back, refl, _ = scattering(mirror, k)
        back = back.reshape(n, 2, 2)[::-1].reshape(2*n, 2)
        rho += (fl * psi @ psi.conj().T + fr * back @ back.conj().T) * wk / (2*np.pi)
        tt, rr = trans @ trans.conj().T, refl @ refl.conj().T
        current += (fl - fr) * np.trace(tt).real * dE / (2 * np.pi)
        spin_right += spin_trace(fl * tt + fr * rr).real * dE / (4 * np.pi)
    return rho, current, spin_right


def site_residual(obs, particles, spins):
    """Largest violation of steady particle and spin balance over all sites."""
    J, Q, K, T = obs
    dn = np.zeros(len(T))
    ds = T.copy()
    dn[1:] += J
    dn[:-1] -= J
    ds[1:] += Q + K
    ds[:-1] += K - Q
    dn[0] += particles[0]
    dn[-1] += particles[1]
    ds[0] += spins[0]
    ds[-1] += spins[1]
    return max(np.abs(dn).max(), np.abs(ds).max())


# Continuity equations in a random closed system, by finite differences in time.
rng = np.random.default_rng(7)
raw = rng.normal(size=(8, 8)) + 1j * rng.normal(size=(8, 8))
H_rand = 0.25 * (raw + raw.conj().T)
raw = rng.normal(size=(8, 8)) + 1j * rng.normal(size=(8, 8))
rho_rand = raw @ raw.conj().T
rho_rand /= np.trace(rho_rand).real
step = 1e-4
U_step = expm(-1j * H_rand * step)
change = (U_step @ rho_rand @ U_step.conj().T
          - U_step.conj().T @ rho_rand @ U_step) / (2 * step)
closed_error = 0.0
for i in range(4):
    others = [j for j in range(4) if j != i]
    dN = sum(particle_flow(H_rand, rho_rand, i, j) for j in others)
    dS = exchange_source(H_rand, rho_rand, i) + sum(
        spin_flow(H_rand, rho_rand, i, j) + bond_source(H_rand, rho_rand, i, j)
        for j in others)
    closed_error = max(closed_error, abs(np.trace(block(change, i, i)).real - dN),
                       np.abs(0.5 * spin_trace(block(change, i, i)).real - dS).max())
    for j in others:
        assert np.allclose(spin_flow(H_rand, rho_rand, i, j),
                           -spin_flow(H_rand, rho_rand, j, i), atol=1e-12)
        assert np.allclose(bond_source(H_rand, rho_rand, i, j),
                           bond_source(H_rand, rho_rand, j, i), atol=1e-12)
assert closed_error < 1e-6

# Spin valve with spin-independent hopping, and one with a spin-orbit link.
THETA = np.pi / 2
PHI = 0.8
AXIS = np.array([1.0, 2.0, 2.0]) / 3
LINK = expm(-0.5j * PHI * np.einsum('a,aij->ij', AXIS, SIGMA))
H_valve = build_chain(0, THETA)
H_link = build_chain(0, THETA, LINK)
residuals, wave_errors, results = [], [], []
for H in (H_valve, H_link):
    rho, particles, spins = keldysh(H, MU_L, MU_R)
    obs = observables(H, rho)
    rho_wave, J_wave, Q_wave = scattering_density(H, MU_L, MU_R)
    residuals.append(site_residual(obs, particles, spins))
    wave_errors.append(max(np.abs(rho - rho_wave).max(),
                           np.abs(obs[0] - J_wave).max(),
                           np.abs(-spins[1] - Q_wave).max()))
    results.append((rho, particles, spins, obs))
assert max(residuals) < 1e-9
assert max(wave_errors) < 1e-8
rho, particles, spins, (J, Q, K, T) = results[0]
assert np.abs(K).max() < 1e-12
assert np.allclose(Q[1], Q[2], atol=1e-10) and np.allclose(Q[2], Q[3], atol=1e-10)
Q_link, K_link = results[1][3][1], results[1][3][2]
rotated = Rotation.from_rotvec(-PHI * AXIS).apply(Q_link[1])
assert np.allclose(Q_link[3], rotated, atol=1e-10)
assert np.abs(Q_link[3] - Q_link[1]).max() > 1e-4

# Equilibrium: no charge current, spin current only normal to the field plane,
# and exchange source on layer B equal to the angular slope of the grand potential.
rho_eq, part_eq, spin_eq = keldysh(H_valve, MU_MEAN, MU_MEAN)
J_eq, Q_eq, K_eq, T_eq = observables(H_valve, rho_eq)
assert np.abs(J_eq).max() < 1e-10 and np.abs(spin_eq).max() < 1e-10
assert np.abs(Q_eq[:, [0, 2]]).max() < 1e-10 and abs(Q_eq[2, 1]) > 1e-5


def grand_potential(theta):
    levels = np.linalg.eigvalsh(build_chain(200, theta).real)
    return -KT * np.logaddexp(0, (MU_MEAN - levels) / KT).sum()


d_theta = 2e-3
slope = (grand_potential(THETA + d_theta) - grand_potential(THETA - d_theta)) / (2*d_theta)
torque_B_eq = T_eq[4:].sum(axis=0)
assert abs(slope - torque_B_eq[1]) < 1e-6

# Long closed chain: leads filled separately, joined at time zero, bound states emptied.
pad = 240
H_long = build_chain(pad, THETA).real
levels, vectors = np.linalg.eigh(H_long)
rho_start = np.zeros_like(H_long)
for part, mu in ((slice(0, 2*pad), MU_L), (slice(2*pad + 12, None), MU_R)):
    e_lead, v_lead = np.linalg.eigh(H_long[part, part])
    rho_start[part, part] = (v_lead * fermi(e_lead, mu)) @ v_lead.T
bound = levels > 2 * HOP
assert levels.min() > -2 * HOP
coefficients = vectors.T @ rho_start @ vectors
coefficients[bound, :] = 0
coefficients[:, bound] = 0
times = np.linspace(80, 105, 26)   # in hbar/eV, before end reflections return
rho_late = np.zeros((12, 12), complex)
for time in times:
    rows = vectors[2*pad:2*pad+12] * np.exp(-1j * levels * time)
    rho_late += rows @ coefficients @ rows.conj().T / len(times)
J_late, Q_late, _, T_late = observables(H_valve, rho_late)
late_error = max(np.abs(J_late - J).max(), np.abs(Q_late - Q).max(),
                 np.abs(T_late - T).max())
# Finite time leaves decaying transients, hence the wider tolerance.
assert late_error < 5e-4


def vec(v, scale=1e3, digits=4):
    return ' '.join(f'{x:.{digits}f}' for x in np.round(scale * np.asarray(v), digits) + 0.0)


print(f'hopping magnitude: {HOP:.1f} eV; exchange field |b|: {FIELD:.1f} eV')
print(f'scalar shift on magnetic sites: {FIELD:.1f} eV')
print(f'angle between fields: {np.degrees(THETA):.1f} degrees')
print(f'temperature: {TEMPERATURE:.0f} K; kT: {KT*1e3:.3f} meV')
print(f'chemical potentials left, right: {MU_L:.1f}, {MU_R:.1f} eV')
print(f'current factor e^2/hbar: {MICROAMP:.3f} microampere per eV')
print(f'particle flow to the right: {J[0]*1e3:.4f} meV/hbar')
print(f'charge current magnitude e*J: {J[0]*MICROAMP:.4f} microampere')
print('Spin flow to the right (x y z), meV:')
print('  left lead -> site 1:', vec(spins[0]))
for i in range(5):
    print(f'  site {i+1} -> site {i+2}:', vec(Q[i]))
print('  site 6 -> right lead:', vec(-spins[1]))
print('Spin vector s = Tr(sigma rho) (x y z), dimensionless:')
for i in (0, 1, 4, 5):
    print(f'  site {i+1}:', vec(spin_trace(block(rho, i, i)).real, 1, 6))
print('Exchange source b x s on electrons (x y z), meV:')
for i in (0, 1, 4, 5):
    print(f'  site {i+1}:', vec(T[i]))
torque_B = T[4:].sum(axis=0)
print('Layer B source, total, meV:', vec(torque_B))
print('Layer B source, equilibrium at mean potential, meV:', vec(torque_B_eq))
print('Layer B source, change due to bias, meV:', vec(torque_B - torque_B_eq))
print('Torque on moments of B, total, meV:', vec(-torque_B))
print('Same times 2e/hbar, microampere:', vec(-2 * torque_B, MICROAMP))
print('Bias part of torque on B times (2e/hbar)/(e*J), dimensionless:',
      vec(-2 * (torque_B - torque_B_eq) / J[0], 1))
print('Equilibrium spin flow in spacer, meV:', vec(Q_eq[2]))
print(f'Grand-potential slope dOmega/dtheta: {slope*1e3:.5f} meV')
print(f'Spin-orbit link: rotation angle {PHI:.2f} rad, axis', vec(AXIS, 1))
print('  spin flow before link (2->3), meV:', vec(Q_link[1]))
print('  spin flow on link (3->4), meV:', vec(Q_link[2]))
print('  spin flow after link (4->5), meV:', vec(Q_link[3]))
print('  bond source K at each end, meV:', vec(K_link[2]))
print(f'  spin flow length before, after: {np.linalg.norm(Q_link[1])*1e3:.4f}, '
      f'{np.linalg.norm(Q_link[3])*1e3:.4f} meV')
print(f'bound states above band: {bound.sum()}; lowest at {levels[bound].min():.4f} eV')
print(f'closed-system continuity, largest error: {closed_error:.1e} eV')
print(f'site balance, largest error: {max(residuals):.1e} eV')
print(f'Green function against scattering states, largest error: {max(wave_errors):.1e}')
print(f'long-chain evolution, largest deviation: {late_error*1e3:.4f} meV')
print('all tests passed')
```

Running it gives:

```
hopping magnitude: 1.0 eV; exchange field |b|: 0.5 eV
scalar shift on magnetic sites: 0.5 eV
angle between fields: 90.0 degrees
temperature: 300 K; kT: 25.852 meV
chemical potentials left, right: -0.4, -0.6 eV
current factor e^2/hbar: 243.413 microampere per eV
particle flow to the right: 44.4857 meV/hbar
charge current magnitude e*J: 10.8284 microampere
Spin flow to the right (x y z), meV:
  left lead -> site 1: 2.8748 -4.8778 -4.2745
  site 1 -> site 2: 0.3473 1.0824 -4.2745
  site 2 -> site 3: -4.2745 0.6643 -4.2745
  site 3 -> site 4: -4.2745 0.6643 -4.2745
  site 4 -> site 5: -4.2745 0.6643 -4.2745
  site 5 -> site 6: -4.2745 13.3718 0.3473
  site 6 -> right lead: -4.2745 4.8778 2.8748
Spin vector s = Tr(sigma rho) (x y z), dimensionless:
  site 1: 0.011920 0.005055 -0.212737
  site 2: -0.000836 0.009243 -0.245805
  site 5: -0.228746 0.009243 -0.025415
  site 6: -0.239076 0.005055 0.016988
Exchange source b x s on electrons (x y z), meV:
  site 1: -2.5275 5.9602 0.0000
  site 2: -4.6217 -0.4181 0.0000
  site 5: 0.0000 12.7074 4.6217
  site 6: 0.0000 -8.4939 2.5275
Layer B source, total, meV: 0.0000 4.2135 7.1492
Layer B source, equilibrium at mean potential, meV: 0.0000 -0.9917 0.0000
Layer B source, change due to bias, meV: 0.0000 5.2052 7.1492
Torque on moments of B, total, meV: 0.0000 -4.2135 -7.1492
Same times 2e/hbar, microampere: 0.0000 -2.0513 -3.4804
Bias part of torque on B times (2e/hbar)/(e*J), dimensionless: 0.0000 -0.2340 -0.3214
Equilibrium spin flow in spacer, meV: 0.0000 0.9917 0.0000
Grand-potential slope dOmega/dtheta: -0.99168 meV
Spin-orbit link: rotation angle 0.80 rad, axis 0.3333 0.6667 0.6667
  spin flow before link (2->3), meV: -3.6253 -1.5900 -2.4918
  spin flow on link (3->4), meV: -3.0585 -1.1772 -3.1880
  spin flow after link (4->5), meV: -2.4918 -0.7644 -3.8841
  bond source K at each end, meV: 0.5668 0.4128 -0.6962
  spin flow length before, after: 4.6776, 4.6776 meV
bound states above band: 2; lowest at 2.4450 eV
closed-system continuity, largest error: 2.6e-09 eV
site balance, largest error: 1.8e-16 eV
Green function against scattering states, largest error: 1.7e-16
long-chain evolution, largest deviation: 0.2500 meV
all tests passed
```
